# Mirror-even and mirror-odd blocks of an eleven-orbital 2H monolayer

## Question

A 2H monolayer has one metal atom per cell in the plane $z=0$ and two equal chalcogen atoms, top (t) and bottom (b), at heights $+h$ and $-h$ above the same in-plane point. Spin is ignored. The basis holds five metal d orbitals and three p orbitals on each chalcogen, all real and taken as orthonormal. The lattice vectors are $\mathbf a_1=a(1,0,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2},0)$; the metal is at the origin and the chalcogens are at $(\mathbf a_1+\mathbf a_2)/3\pm h\hat{\mathbf z}$.

Hopping joins nearest metal–metal, metal–chalcogen and in-plane chalcogen–chalcogen neighbours, and the vertical t–b pair. The parameters are round values in the regime of Slater–Koster models of molybdenum disulfide:

- $a=0.32$ nm, $h=0.16$ nm. The vertical pair is then $2h=a$ apart and shares the in-plane pp integrals.
- On-site energies in eV: $-1.1$ ($d_{z^2}$), $-1.5$ ($d_{xy},d_{x^2-y^2}$), $0$ ($d_{xz},d_{yz}$), $\varepsilon_x=-3.6$ ($p_x,p_y$), $\varepsilon_z=-6.9$ ($p_z$).
- Integrals in eV: $V_{pd\sigma}=3.7$, $V_{pd\pi}=-1.2$; $V_{dd\sigma}=-0.9$, $V_{dd\pi}=V_{dd\delta}=0.25$; $V_{pp\sigma}=1.2$, $V_{pp\pi}=-0.5$.

**(a)** Find how the reflection $z\to-z$ acts on the orbitals, and count its eigenvalues of each sign.

**(b)** Derive the two-centre hopping matrices for a bond of any direction, and show that the Bloch Hamiltonian commutes with the reflection at every in-plane $\mathbf k$.

**(c)** Construct mirror-adapted orbitals and obtain the Hamiltonian blocks.

**(d)** At $\Gamma$, find by hand the levels that contain $d_{z^2}$ or $p_z$.

**(e)** Verify the separation numerically at arbitrary wavevector, with controls that could expose a false result.

**(f)** Find the parity of the band edges, and estimate how far spin-orbit coupling, a perpendicular field and thermal motion spoil the separation.

## Model answers

### (a) The reflection

Let $m=\mathrm{diag}(1,1,-1)$. A p orbital has angular part $r_a$, so reflection multiplies it by $m_a$ and moves it to the other chalcogen:

$$M|t_a\rangle=m_a|b_a\rangle,\qquad M|b_a\rangle=m_a|t_a\rangle .$$

Write the angular part of a d orbital as $\mathbf r\cdot D\mathbf r$, with $D$ symmetric and traceless, normalised by $\mathrm{tr}(D_iD_j)=\tfrac32\delta_{ij}$. Then $d_{z^2}$ has $D=\mathrm{diag}(-\tfrac12,-\tfrac12,1)$ and $d_{x^2-y^2}$ has $D=\tfrac{\sqrt3}{2}\mathrm{diag}(1,-1,0)$. The other three have $\tfrac{\sqrt3}{2}$ in the two off-diagonal places named by their label.

Reflection replaces $D$ by $mDm=s_DD$. An entry changes sign if it carries one index $z$. Hence $s_D=+1$ for $d_{z^2},d_{xy},d_{x^2-y^2}$ and $s_D=-1$ for $d_{xz},d_{yz}$.

Since $M^2=1$, the eigenvalues are $\pm1$. The d orbitals contribute $3-2=1$ to the trace; the p orbitals contribute nothing, because each is sent to another atom. From $n_++n_-=11$ and $n_+-n_-=1$ follow $n_+=6$ and $n_-=5$.

### (b) Hopping matrices and symmetry

In the two-centre approximation the potential is symmetric about the bond axis $\mathbf u$ (a unit vector) and under reflection in planes containing it. Orbitals with different angular momentum about $\mathbf u$ do not mix, and $\pm$ partners have equal integrals. Each hopping matrix is therefore a sum of integrals times projections onto $\sigma$, $\pi$ and $\delta$ orbitals.

For p orbitals the $\sigma$ projection is along $\mathbf u$ and the $\pi$ projection is perpendicular to it:

$$T_{pp}=V_{pp\sigma}\,\mathbf u\mathbf u^T+V_{pp\pi}(1-\mathbf u\mathbf u^T).$$

For d orbitals the inner product is $\tfrac23\mathrm{tr}(DD')$. The $\sigma$ orbital is $S_\sigma=\tfrac12(3\mathbf u\mathbf u^T-1)$. As $D$ is traceless, its component on $S_\sigma$ is

$$\tfrac23\mathrm{tr}(DS_\sigma)=\mathbf u\cdot D\mathbf u\equiv\sigma_D .$$

For a unit vector $\mathbf w\perp\mathbf u$, the $\pi$ orbital is $\tfrac{\sqrt3}{2}(\mathbf u\mathbf w^T+\mathbf w\mathbf u^T)$, and the component of $D$ on it is $\tfrac{2}{\sqrt3}\,\mathbf w\cdot D\mathbf u$. Summing over the two directions $\mathbf w$ removes from $D\mathbf u$ its part along $\mathbf u$. With $\mathbf u$ pointing from p to d,

$$\mathbf T_{pd}(D)=V_{pd\sigma}\,\mathbf u\,\sigma_D+\tfrac{2}{\sqrt3}V_{pd\pi}\left(D\mathbf u-\mathbf u\,\sigma_D\right).$$

This is odd in $\mathbf u$. If $\mathbf u$ points from d to p, the matrix is therefore minus the transpose of this expression. For two d orbitals define

$$\Pi=\tfrac43\left[(D\mathbf u)\cdot(D'\mathbf u)-\sigma_D\sigma_{D'}\right].$$

The $\delta$ projection is what remains of the inner product:

$$T_{dd}=V_{dd\sigma}\sigma_D\sigma_{D'}+V_{dd\pi}\Pi+V_{dd\delta}\left[\tfrac23\mathrm{tr}(DD')-\sigma_D\sigma_{D'}-\Pi\right].$$

Now reflect everything: $\mathbf u\to m\mathbf u$ and $D\to mDm$. Because $m^2=1$, $\sigma_D$, $\Pi$ and the trace are unchanged, while the vector $\mathbf T_{pd}$ becomes $m\mathbf T_{pd}$. A reflected bond thus has the same matrix elements between reflected orbitals.

Give each Bloch sum the phase $e^{i\mathbf k\cdot\mathbf r}$ at the atomic position $\mathbf r$. Then

$$H_{i\mu,j\nu}(\mathbf k)=\varepsilon_{i\mu}\delta_{ij}\delta_{\mu\nu}+\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}\,T_{\mu\nu}(\mathbf d),$$

where $\mathbf d$ runs over bonds from atom $i$ to atoms of type $j$. Reflection permutes the bonds of the crystal. It leaves $\mathbf k\cdot\mathbf d$ alone, because $\mathbf k$ lies in the plane, and the two chalcogens have equal on-site energies. Therefore

$$MH(\mathbf k)M=H(\mathbf k)\quad\text{for every in-plane }\mathbf k,$$

with the same matrix $M$ throughout. Longer hops do not disturb the argument if reflected bonds have equal integrals.

### (c) Adapted orbitals and blocks

Take

$$|e_a\rangle=\frac{|t_a\rangle+m_a|b_a\rangle}{\sqrt2},\qquad |o_a\rangle=\frac{|t_a\rangle-m_a|b_a\rangle}{\sqrt2}.$$

By (a), $M|e_a\rangle=(m_a|b_a\rangle+m_a^2|t_a\rangle)/\sqrt2=|e_a\rangle$, and in the same way $M|o_a\rangle=-|o_a\rangle$. Let a superscript $\pm$ denote the sum or difference (top $\pm$ bottom)$/\sqrt2$. The two sets are:

- even: $d_{z^2},d_{xy},d_{x^2-y^2},p_x^+,p_y^+,p_z^-$;
- odd: $d_{xz},d_{yz},p_x^-,p_y^-,p_z^+$.

The sign is reversed for $p_z$ because its lobes are themselves exchanged by the reflection. For any even $|e\rangle$ and odd $|o\rangle$,

$$\langle e|H|o\rangle=\langle e|MHM|o\rangle=(+1)(-1)\langle e|H|o\rangle=0 .$$

**Metal–chalcogen part.** Let $P_{Da}=\langle D|H|t_a\rangle$. Reflection gives $\langle D|H|b_a\rangle=s_Dm_aP_{Da}$, so

$$\langle D|H|e_a\rangle=\frac{1+s_D}{\sqrt2}P_{Da},\qquad \langle D|H|o_a\rangle=\frac{1-s_D}{\sqrt2}P_{Da}.$$

Each is $\sqrt2P_{Da}$ for equal parity and zero otherwise.

**Chalcogen part.** Let $A_{ab}=\langle t_a|H|t_b\rangle$ and $B_{ab}=\langle t_a|H|b_b\rangle$, where the subscript $b$ labels a p component. Reflection gives $m_am_bA_{ab}$ for bottom–bottom and $m_am_bB_{ab}$ for bottom–top. Then

$$\langle e_a|H|e_b\rangle=\tfrac12\left[A_{ab}+m_bB_{ab}+m_a(m_am_bB_{ab})+m_am_b(m_am_bA_{ab})\right]=(A+Bm)_{ab}.$$

For odd orbitals both terms with $B$ change sign, which gives $A-Bm$. With $h_\pm$ the metal block restricted to one parity and $P_\pm$ the matching rows of $P$,

$$H_\pm(\mathbf k)=\begin{pmatrix}h_\pm&\sqrt2P_\pm\\ \sqrt2P_\pm^\dagger&A\pm Bm\end{pmatrix}.$$

Here $H_+$ is $6\times6$ and $H_-$ is $5\times5$. For the stated neighbours,

$$P=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}T_{dp}(\boldsymbol\delta_j),\qquad \boldsymbol\delta_j=\left(\tfrac{a}{\sqrt3}\cos\phi_j,\tfrac{a}{\sqrt3}\sin\phi_j,h\right),$$

with $\phi_j=30^\circ,150^\circ,270^\circ$. The in-plane vectors $\pm\mathbf R$, with $\mathbf R=\mathbf a_1,\mathbf a_2,\mathbf a_2-\mathbf a_1$, pair up because $T_{pp}$ and $T_{dd}$ are even in $\mathbf u$:

$$A=\varepsilon_p+\sum_{\mathbf R}2\cos(\mathbf k\cdot\mathbf R)\,T_{pp}(\mathbf R),\qquad h=\varepsilon_d+\sum_{\mathbf R}2\cos(\mathbf k\cdot\mathbf R)\,T_{dd}(\mathbf R),$$

where this $h$ is the metal matrix. The vertical bond gives $Bm=\mathrm{diag}(V_{pp\pi},V_{pp\pi},-V_{pp\sigma})$. If it is switched off, the chalcogen parts of both blocks coincide, but the blocks still differ through the metal orbitals.

### (d) Levels at $\Gamma$

At $\mathbf k=0$ all Bloch phases are one, and a threefold rotation about the metal axis is a symmetry. Under it $d_{z^2}$ and $p_z$ are unchanged. The other orbitals combine into complex states of angular momentum $\pm1$ or $\pm2$ about $z$, which acquire phases $e^{\pm2\pi i/3}$. Thus $d_{z^2}$ mixes with $p_z^-$ alone, and $p_z^+$ has no partner.

The bond length is $\sqrt{a^2/3+h^2}=0.2444$ nm. Its vertical cosine is $n=0.6547$, so $n^2=0.4286$ and $1-n^2=0.5714$.

For $d_{z^2}$, $(D\mathbf u)_z=n$ and $\sigma_D=n^2-\tfrac12(1-n^2)=0.1429$. Since $1-\sigma_D=\tfrac32(1-n^2)$, the $\pi$ term becomes $\sqrt3\,n(1-n^2)V_{pd\pi}$. The bond runs from d to p, which supplies the minus sign:

$$T_{z^2,z}=-n\left[\sigma_DV_{pd\sigma}+\sqrt3(1-n^2)V_{pd\pi}\right]=-0.6547\,(0.529-1.188)=0.4315\text{ eV}.$$

Three bonds and the factor $\sqrt2$ give the coupling $c=3\sqrt2\times0.4315=1.831$ eV.

For an in-plane metal bond, $\sigma_D=-\tfrac12$ and $|D\mathbf u|^2=\tfrac14$, so $\Pi=0$ and the $\delta$ weight is $\tfrac34$. The diagonal energies, in eV, are

$$E_d=-1.1+6\left[\tfrac14(-0.9)+\tfrac34(0.25)\right]=-1.325,$$

$$E_p=\varepsilon_z+6V_{pp\pi}-V_{pp\sigma}=-6.9-3.0-1.2=-11.1 .$$

The even levels are

$$E=\frac{E_d+E_p}{2}\pm\sqrt{\left(\frac{E_d-E_p}{2}\right)^2+c^2}=-6.2125\pm5.2191 ,$$

that is, $-0.993$ and $-11.432$ eV. The odd level is $-6.9-3.0+1.2=-8.7$ eV. All three occur in the spectrum of the full matrix at $\Gamma$.

### (e) Numerical verification

Build the $11\times11$ matrix from atomic positions, with every top and bottom bond entered separately, and only then transform it.

At $\mathbf k=(3,5)$ nm$^{-1}$ the phases $\mathbf k\cdot\boldsymbol\delta_j$ are $0.942$, $-0.018$ and $-0.924$. Their exponentials sum to $2.191-0.007i$. Multiplication by $0.4315$ eV gives

$$\langle d_{z^2}|H|p_z^t\rangle=0.9454-0.0032i\text{ eV},$$

and the bottom element is its negative. The difference $p_z^-$ therefore has the element $1.3370-0.0045i$ eV, larger by $\sqrt2$, while the sum $p_z^+$ has $1.2\times10^{-16}$ eV in magnitude. The levels in eV are:

- even: $-11.006,-6.468,-4.472,-1.806,0.993,1.999$;
- odd: $-8.784,-6.247,-3.883,3.369,4.906$.

Next take 300 random wavevectors with components between $-30$ and $30$ nm$^{-1}$, a range reaching beyond the first zone. The largest even–odd element is $1.1\times10^{-15}$ eV, the size of rounding error for elements of a few eV. With hops to all atoms within three cells along each lattice vector, weakened exponentially over 0.05 nm beyond the first shell, it is $1.7\times10^{-15}$ eV. A finite sample cannot prove the result for all $\mathbf k$; the argument in (b) does that. The sample tests the mirror signs $m_a$ and the matching of top and bottom bonds. It cannot reveal a bond omitted equally on both sides. It does not test the values or relative signs of the integrals, on which the separation does not depend.

Three further tests bear on the formulas themselves:

- The blocks of (c), built only from metal–metal bonds and the bonds of the top chalcogen (including the vertical one), agree with the transformed matrix to $8.0\times10^{-15}$ eV at the same 300 wavevectors.
- A periodic crystal of $4\times4$ cells, diagonalised in real space, has 176 levels. They match the block eigenvalues at its 16 allowed wavevectors to $2.8\times10^{-14}$ eV.
- Overlap integrals of p and d orbitals with radial factor $e^{-r^2}$ were computed by quadrature at separation 1.3, along $(0.48,-0.60,0.64)$ normalised. They follow the angular formulas of (b) to $4.4\times10^{-16}$, with the integrals read off from a vertical bond.

Two controls at $\mathbf k=(3,5)$ nm$^{-1}$ should fail, and do. Using $p_z^+$ as even and $p_z^-$ as odd leaves couplings up to 3.33 eV. Moving the bottom chalcogen to the octahedral position, with $a$, $h$ and the integrals held fixed, removes the horizontal mirror and gives couplings up to 2.96 eV.

### (f) Band edges and broken symmetry

Molybdenum supplies six valence electrons and each sulfur four p electrons. These fourteen fill seven bands per spin. On a $24\times24$ grid over the zone, four filled bands are even and three are odd at every point.

The even bands have their filled top at $-0.948$ eV and their empty bottom at $0.764$ eV. These are also the energies at $K$, where $|\mathbf K|=4\pi/3a=13.09$ nm$^{-1}$. The gap is 1.71 eV, direct at $K$ on this grid, and both edges are even. The valence level at $\Gamma$ found in (d) lies 45 meV below that at $K$, a small margin that other parameters could reverse. On the same grid, the odd bands end at $-3.615$ eV and resume at $3.300$ eV; a $60\times60$ grid lowers the latter value to $3.286$ eV and leaves the other three edges unchanged. The six-band block therefore suffices for the band edges of this model. States more than about 2.5 eV beyond them also require the odd block.

**Spin-orbit coupling.** Angular momentum is an axial vector: the reflection preserves $L_z$ and reverses $L_x,L_y$. In $\lambda\,\mathbf L\cdot\mathbf S$ (with $\hbar=1$), the term $L_zS_z$ keeps the orbital parity, while the spin-flip terms change it. They also reverse $\sigma_z$, so $M\sigma_z$ is conserved. The 22 states then separate into two sets of eleven, each joining even orbitals of one spin to odd orbitals of the other.

With rough strengths of 0.08 eV (metal) and 0.05 eV (chalcogen), the valence edge at $K$ splits by 160 meV and the conduction edge by 11 meV. A pure metal state with $L_z=\pm2$ would split by $2\lambda=160$ meV, which suggests this character for the valence edge. Between the real orbitals of (c) the spin-flip elements reach 69 meV; between $L_z$ eigenstates they reach $\lambda\sqrt6/2=98$ meV, and between the eigenstates at $K$ 68 meV. They join the band edges at $K$ only to odd states at least 2.5 eV away. Second-order perturbation sets the scale $0.069^2/2.5\approx0.002$ eV; the computed shift of the edge levels is at most 0.9 meV.

**Perpendicular field.** A field $F$ puts energies $\pm U$, with $U=eFh$, on the two chalcogens. Then

$$\langle e_a|\delta H|o_a\rangle=\tfrac12\left[U+m_a(-m_a)(-U)\right]=U .$$

For an unscreened 1 MV/cm, $U=16$ meV. Reflection turns $F$ into $-F$ without changing the spectrum, so a nondegenerate level shifts as $F^2$ at leading order. The gap at $K$ changes by 12 µeV, and by four times as much when the field is doubled.

**Thermal motion.** Treat the metal atom of each cell, moving against its two chalcogens, as an independent oscillator with rough values $\hbar\omega=0.05$ eV and $\mu=40$ u. At 300 K, $k_BT=25.85$ meV and

$$z_{\rm rms}=\left[\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}\right]^{1/2}=0.0037\text{ nm}.$$

The coth equals 1.34, so about three quarters of the mean square is zero-point motion, which remains at low temperature. As a simple stand-in for this local motion, shift the whole metal plane by this amount with the integrals held fixed. The shift couples the parities by up to 159 meV at $\mathbf k=(3,5)$ nm$^{-1}$. This is the largest orbital-parity coupling of the three. The largest element joins $d_{z^2}$ and $p_z^+$, and its size follows from (d). The vertical cosine $n$ changes by $(1-n^2)\times0.0037/0.2444\approx0.0087$, with opposite effects on the top and bottom bonds. The derivative of $T_{z^2,z}$ with respect to $n$ has magnitude 5.88 eV, and the three phases sum to about 2.19, as in (e). The coupling is therefore $\sqrt2\times0.0087\times5.88\times2.19\approx0.16$ eV. At $\Gamma$ the phases sum to 3 and the coupling is 218 meV. The gap at $K$ changes by 1.2 meV, while the valence level at $\Gamma$ rises by 5.4 meV, to be set against its 45 meV margin. These values hold for one frozen displacement with fixed integrals. Bond lengths also change at first order in the displacement, and the resulting change of the integrals can alter both the size and the sign of the gap shift: with the pd integrals scaled as $d^{-3.5}$ in the bond length $d$, the gap at $K$ changes by $-6.0$ meV and the level at $\Gamma$ rises by 12 meV. That effect and other vibrations are left out, so the value is not an estimate of the temperature dependence of the gap.

**Comparison with the real material.** In monolayer molybdenum disulfide the lattice constant is roughly 0.32 nm, the optical gap roughly 1.9 eV and the valence splitting roughly 0.15 eV. The model is of this size, but its 1.71 eV is a single-particle gap fixed by round parameters. It should not be identified with an optical gap, which includes electron–hole attraction. The 2.5 eV window free of odd states is also a property of these parameters: density-functional bands of the monolayer place odd states at $\Gamma$ only about 1 to 1.5 eV beyond the band edges. In a transistor, the gate field and a substrate on one side break the mirror. For the field alone, the model gives the 12 µeV shift above at 1 MV/cm; the effect of the substrate was not computed. Within the model, the separation is thus a good approximation for the band-edge energies at $K$, and to within several meV for the valence level at $\Gamma$, under the three perturbations computed here. It is not a basis for neglecting processes that need a change of orbital parity, such as spin flips caused by spin-orbit coupling, because the matrix elements found above range from 16 to about 220 meV.

## Calculated quantities

```
lattice constant a, height h, M-X bond: 0.320 0.160 0.2444 nm
bond cosine n = h/bond, and 1-n^2: 0.6547 0.5714
on-site z2, xy & x2-y2, xz & yz: -1.100 -1.500 0.000 eV
on-site p_x & p_y, p_z: -3.600 -6.900 eV
V_pd sigma, pi: 3.700 -1.200 eV
V_dd sigma, pi, delta: -0.900 0.250 0.250 eV
V_pp sigma, pi: 1.200 -0.500 eV
error of angular formulas vs Gaussian integrals: 4.4e-16
mirror eigenvalues +1 and -1, counts: 6 5
random wavevectors tested: 300
largest even-odd element, nearest hops: 1.1e-15 eV
largest even-odd element, long-range hops: 1.7e-15 eV
largest error of reduced blocks: 8.0e-15 eV
real-space crystal: 4x4 cells, 176 levels, error 2.8e-14 eV
example wavevector k0: 3.0 5.0 1/nm
k0 <z2|H|p_z top>: +0.9454 -0.0032i eV
k0 <z2|H|p_z bottom>: -0.9454 +0.0032i eV
k0 <z2|H|even p_z>: +1.3370 -0.0045i eV
k0 |<z2|H|odd p_z>|: 1.2e-16 eV
k0 six even levels: -11.006 -6.468 -4.472 -1.806 0.993 1.999 eV
k0 five odd levels: -8.784 -6.247 -3.883 3.369 4.906 eV
k0 largest coupling with wrong p_z sign: 3.327 eV
k0 largest coupling in octahedral stacking: 2.959 eV
Gamma diagonal z2, even p_z: -1.3250 -11.1000 eV
Gamma coupling magnitude z2 - even p_z: 1.8307 eV
Gamma 2x2 levels low, high: -11.4316 -0.9934 eV
Gamma lone odd p_z level: -8.7000 eV
K point |K|: 13.090 1/nm
K band 7, band 8, gap: -0.948 0.764 1.712 eV
K mirror parity of bands 7 and 8: +1.000 +1.000
24x24 grid, even bands among lowest 7, min max: 4 4
grid even band 4 top, even band 5 bottom: -0.948 0.764 eV
grid odd band 3 top, odd band 4 bottom: -3.615 3.300 eV
grid band 8 bottom minus band 7 top: 1.712 eV
spin-orbit strengths metal, chalcogen (rough): 0.080 0.050 eV
K spin splitting of band 7, band 8: 160.40 11.31 meV
largest spin-flip even-odd element: 69.28 meV
K largest edge shift from spin-flip part: 0.878 meV
perpendicular field: 1.0 MV/cm
field even-odd coupling e*F*h: 16.00 meV
K gap change from field: 11.90 micro-eV
K gap change ratio, doubled field: 4.0000
oscillator energy, mass (rough): 0.050 eV, 40 u
temperature, kT: 300 K, 25.85 meV
rms metal-plane displacement: 0.00374 nm
k0 even-odd coupling from displacement: 159.2 meV
K gap change from displacement: 1.243 meV
```
